# Density exponents of mobility for in-plane and background charges: a program that tests the result

```python
"""
Density exponents alpha = d ln(mobility) / d ln(n) of a 2D electron gas at T = 0.
Result under test, with s = q_TF / (2 k_F) and x = sin(theta/2):
  charges in the plane:       alpha = <x/(x+s)>,        from 0 (s large) to 1 (s small)
  uniform background charges: alpha = 1/2 + <x/(x+s)>,  from 1/2 to 3/2,
the last limit being approached only logarithmically.
The averages use weights x^p / ((x+s)^2 sqrt(1-x^2)), p = 2 (plane), p = 1 (background).
n: electron density, k_F: Fermi wavevector, q_TF: screening wavevector,
gv: valley factor, theta: scattering angle. SI units inside, cm units in the output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

e, hbar = const.e, const.hbar
mass = 0.1 * const.m_e
rel_eps = 10.0
eps = rel_eps * const.epsilon_0
N_plane = 1e10 * 1e4        # m^-2
N_bulk = 1e16 * 1e6         # m^-3
POWER = {"plane": 2, "bulk": 1}


def fermi_k(n, gv=1):
    return np.sqrt(2 * np.pi * n / gv)


def screening_q(gv=1):
    return gv * mass * e**2 / (2 * np.pi * eps * hbar**2)


def potential(q, z, gv=1):
    return e**2 * np.exp(-q * np.abs(z)) / (2 * eps * (q + screening_q(gv)))


def summed_square(q, kind, kf, gv=1):
    """Squared potential summed over charges; explicit z quadrature for the bulk."""
    q = np.asarray(q, dtype=float)
    if kind == "plane":
        return N_plane * potential(q, 0.0, gv)**2
    y = np.linspace(np.log(1e-9), np.log(1e7), 200)
    z = np.exp(y) / kf
    values = potential(q[..., None], z, gv)**2
    return 2 * N_bulk * (values @ z) * (y[1] - y[0])


def moment(p, r, s):
    """Integral of sin(t)^p / (sin(t)+s)^r over 0..pi/2, on a logarithmic scale."""
    def integrand(y):
        t = np.exp(y)
        return t * np.sin(t)**p / (np.sin(t) + s)**r
    low = np.log(min(s, 1.0)) - 20
    return quad(integrand, low, np.log(np.pi / 2), epsabs=0, epsrel=1e-10, limit=300)[0]


def exponent(s, kind):
    p = POWER[kind]
    return (2 - p) / 2 + moment(p + 1, 3, s) / moment(p, 2, s)


def mobility(n, kind, gv=1):
    """Derived closed formula for the mobility."""
    qtf = screening_q(gv)
    s = qtf / (2 * fermi_k(n, gv))
    common = 4 * np.pi * hbar / (gv**2 * mass)
    if kind == "plane":
        rate = common * N_plane * s**2 * moment(2, 2, s)
    else:
        rate = common * N_bulk / qtf * s**3 * moment(1, 2, s)
    return e / (mass * rate)


nodes, weights = np.polynomial.legendre.leggauss(200)


def mobility_by_angle(n, kind, gv=1):
    """Angular quadrature of the transport rate with the potential itself."""
    kf = fermi_k(n, gv)
    theta = np.pi * (nodes + 1) / 2
    w = summed_square(2 * kf * np.sin(theta / 2), kind, kf, gv)
    rate = mass / (np.pi * hbar**3) * np.sum(weights * np.pi / 2 * (1 - np.cos(theta)) * w)
    return e / (mass * rate)


def mobility_broadened(n, kind):
    """Golden rule summed over the k' plane with a narrow Gaussian for energy."""
    kf = fermi_k(n)
    ef = hbar**2 * kf**2 / (2 * mass)
    sigma = 0.004 * ef
    k2 = kf * np.linspace(0.985, 1.015, 61)
    dtheta = np.pi / 400
    theta = (np.arange(400) + 0.5) * dtheta
    kk, th = np.meshgrid(k2, theta, indexing="ij")
    q = np.sqrt(kf**2 + kk**2 - 2 * kf * kk * np.cos(th))
    de = hbar**2 * kk**2 / (2 * mass) - ef
    delta = np.exp(-de**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))
    f = kk * delta * (1 - np.cos(th)) * summed_square(q, kind, kf)
    rate = 2 * np.pi / hbar * 2 * f.sum() * dtheta * (k2[1] - k2[0]) / (2 * np.pi)**2
    return e / (mass * rate)


def mobility_boltzmann(n, kind):
    """Linear Boltzmann equation solved as a matrix problem on the Fermi circle."""
    M = 600
    kf = fermi_k(n)
    phi = 2 * np.pi * np.arange(M) / M
    hop = np.zeros(M)
    hop[1:] = (mass / (2 * np.pi * hbar**3) * (2 * np.pi / M)
               * summed_square(2 * kf * np.sin(phi[1:] / 2), kind, kf))
    index = (np.arange(M)[:, None] - np.arange(M)[None, :]) % M
    collision = np.diag(np.full(M, hop.sum())) - hop[index]
    # the added constant matrix only fixes the conserved particle number
    g = np.linalg.solve(collision + hop.sum() / M, np.cos(phi))
    return e / mass * 2 * np.mean(g * np.cos(phi))


def polarizability(q, kf, gv=1):
    """Static Lindhard function from its principal-value integral."""
    a = q / (2 * kf)
    if a < 1:
        integral = quad(lambda x: np.sqrt(max(1 - x * x, 0.0)), -1, 1,
                        weight="cauchy", wvar=-a, limit=300)[0]
    else:
        integral = quad(lambda x: np.sqrt(max(1 - x * x, 0.0)) / (x + a), -1, 1)[0]
    return 4 * gv * (2 * mass / hbar**2) / (4 * np.pi**2) * kf / q * integral


# Fourier form of the Coulomb potential of a charge at height z
for r, z in ((0.7, 0.5), (2.0, 1.0)):
    back = quad(lambda q: np.exp(-q * z) * j0(q * r), 0, 50 / z, limit=400)[0]
    assert abs(back * np.hypot(r, z) - 1) < 1e-7

# screening is independent of q up to 2 k_F, and weaker beyond
n_test = 1e16
for gv in (1, 2):
    kf = fermi_k(n_test, gv)
    for ratio in (0.3, 1.0, 1.7):
        q = ratio * kf
        dielectric = 1 + e**2 / (2 * eps * q) * polarizability(q, kf, gv)
        assert abs(dielectric / (1 + screening_q(gv) / q) - 1) < 1e-5
    dos = gv * mass / (np.pi * hbar**2)
    assert polarizability(3 * kf, kf, gv) < 0.5 * dos

# mobility formula against three direct calculations
for kind in POWER:
    for gv in (1, 2):
        for n in (1e15, 1e17):
            assert abs(mobility_by_angle(n, kind, gv) / mobility(n, kind, gv) - 1) < 1e-6
    # tolerances cover the finite energy width and angular spacing
    assert abs(mobility_broadened(n_test, kind) / mobility(n_test, kind) - 1) < 2e-4
    assert abs(mobility_boltzmann(n_test, kind) / mobility(n_test, kind) - 1) < 2e-4

# exponent formula against finite differences of the directly computed mobility
step = 0.005
max_difference = 0.0
for kind in POWER:
    for n in (1e14, 1e15, 1e16, 1e17):
        up = mobility_by_angle(n * np.exp(step), kind)
        down = mobility_by_angle(n * np.exp(-step), kind)
        slope = np.log(up / down) / (2 * step)
        s = screening_q() / (2 * fermi_k(n))
        max_difference = max(max_difference, abs(slope - exponent(s, kind)))
assert max_difference < 1e-5

# bounds and steady growth with density over a wide scan
scan = np.logspace(4, -6, 81)
for kind, floor in (("plane", 0.0), ("bulk", 0.5)):
    values = np.array([exponent(s, kind) for s in scan])
    assert np.all(values > floor) and np.all(values < floor + 1)
    assert np.all(np.diff(values) > 0)

# limiting laws, tested on the deviation from the limiting exponent
big, small = 1e3, 1e-4
assert abs(exponent(big, "plane") * big / (8 / (3 * np.pi)) - 1) < 1e-2
assert abs((exponent(big, "bulk") - 0.5) * big / (np.pi / 4) - 1) < 1e-2
plane_gap = 2 * small / np.pi * (np.log(2 / small) - 1.5)
assert abs((1 - exponent(small, "plane")) / plane_gap - 1) < 1e-2
bulk_gap = 0.5 / (np.log(2 / small) - 1)
assert abs((1.5 - exponent(small, "bulk")) / bulk_gap - 1) < 1e-2
assert abs(moment(1, 2, small) - (np.log(2 / small) - 1)) < 5e-3
assert abs(moment(2, 2, small) - np.pi / 2) < 5e-3
mu_limit = e / (np.pi**2 * hbar * N_plane)
assert abs(mobility_by_angle(1e8, "plane") / mu_limit - 1) < 2e-2

# without screening, each halving of the smallest angle adds the same amount
cut = [quad(lambda t: 1 / np.sin(t), c, np.pi / 2, limit=200)[0] for c in (4e-3, 2e-3, 1e-3)]
assert abs(cut[1] - cut[0] - np.log(2)) < 1e-4
assert abs(cut[2] - cut[1] - np.log(2)) < 1e-4


def slab_fraction(n, D):
    """Rate from charges within |z| < D divided by the rate of the full background."""
    kf = fermi_k(n)
    s = screening_q() / (2 * kf)
    part = quad(lambda t: -np.expm1(-4 * kf * D * np.sin(t)) * np.sin(t)
                / (np.sin(t) + s)**2, 0, np.pi / 2, epsabs=1e-13, limit=300)[0]
    return part / moment(1, 2, s)


thin = 1e-3 / fermi_k(n_test)
thin_mobility = mobility(n_test, "bulk") / slab_fraction(n_test, thin)
plane_equivalent = mobility(n_test, "plane") * N_plane / (2 * thin * N_bulk)
assert abs(thin_mobility / plane_equivalent - 1) < 5e-3

# worked example
qtf = screening_q()
bohr = 4 * np.pi * eps * hbar**2 / (mass * e**2)
print(f"mass = {mass / const.m_e:.2f} electron masses")
print(f"relative permittivity = {rel_eps:.1f}, valley factor = 1")
print(f"in-plane charge density = {N_plane / 1e4:.2e} cm^-2")
print(f"background charge density = {N_bulk / 1e6:.2e} cm^-3")
print(f"effective Bohr radius = {bohr * 1e9:.3f} nm")
print(f"screening wavevector q_TF = {qtf * 1e-9:.4f} nm^-1")
born = potential(0.0, 0.0) * mass / (2 * np.pi * hbar**2)
print(f"Born parameter at q = 0 = {born:.3f} (dimensionless)")
print(f"in-plane strong-screening mobility = {mu_limit * 1e4:.0f} cm^2/(V s)")
densities = (1e15, 1e16, 1e17)
for n in densities:
    kf = fermi_k(n)
    s = qtf / (2 * kf)
    rs = 1 / (np.sqrt(np.pi * n) * bohr)
    print(f"density n = {n / 1e4:.1e} cm^-2: k_F = {kf * 1e-9:.4f} nm^-1, "
          f"s = {s:.4f}, r_s = {rs:.3f}")
    for kind in POWER:
        mu = mobility(n, kind)
        ef_tau = hbar * kf**2 / (2 * mass) * mu * mass / e
        print(f"  {kind}: mobility = {mu * 1e4:.0f} cm^2/(V s), "
              f"exponent = {exponent(s, kind):.4f}, E_F tau/hbar = {ef_tau:.1f}")
for kind in POWER:
    mean = np.log(mobility(densities[-1], kind) / mobility(densities[0], kind)) \
        / np.log(densities[-1] / densities[0])
    print(f"{kind}: mean exponent over the density range = {mean:.4f}")
print("exponents against s (dimensionless):")
for s in (100.0, 10.0, 1.0, 0.1, 1e-2, 1e-4, 1e-8):
    print(f"  s = {s:.0e}: plane {exponent(s, 'plane'):.5f}, bulk {exponent(s, 'bulk'):.5f}")
log_s = brentq(lambda y: exponent(np.exp(y), "bulk") - 1.4, -12, 0)
s_target = np.exp(log_s)
n_target = (qtf / (2 * s_target))**2 / (2 * np.pi)
print(f"bulk exponent 1.4 needs s = {s_target:.5f}, n = {n_target / 1e4:.2e} cm^-2")
for D in (10e-9, 100e-9, 1000e-9):
    print(f"rate fraction from |z| < {D * 1e9:.0f} nm at n = {n_test / 1e4:.0e} cm^-2"
          f" = {slab_fraction(n_test, D):.5f}")
print(f"largest exponent difference, formula vs finite difference = {max_difference:.1e}")
print("finished without a failed check")
```

Printed output:

```
mass = 0.10 electron masses
relative permittivity = 10.0, valley factor = 1
in-plane charge density = 1.00e+10 cm^-2
background charge density = 1.00e+16 cm^-3
effective Bohr radius = 5.292 nm
screening wavevector q_TF = 0.3779 nm^-1
Born parameter at q = 0 = 0.500 (dimensionless)
in-plane strong-screening mobility = 15393 cm^2/(V s)
density n = 1.0e+11 cm^-2: k_F = 0.0793 nm^-1, s = 2.3840, r_s = 3.372
  plane: mobility = 28037 cm^2/(V s), exponent = 0.2550, E_F tau/hbar = 5.8
  bulk: mobility = 33308 cm^2/(V s), exponent = 0.7342, E_F tau/hbar = 6.9
density n = 1.0e+12 cm^-2: k_F = 0.2507 nm^-1, s = 0.7539, r_s = 1.066
  plane: mobility = 66437 cm^2/(V s), exponent = 0.5036, E_F tau/hbar = 137.4
  bulk: mobility = 231716 cm^2/(V s), exponent = 0.9581, E_F tau/hbar = 479.2
density n = 1.0e+13 cm^-2: k_F = 0.7927 nm^-1, s = 0.2384, r_s = 0.337
  plane: mobility = 281672 cm^2/(V s), exponent = 0.7385, E_F tau/hbar = 5824.5
  bulk: mobility = 2706599 cm^2/(V s), exponent = 1.1649, E_F tau/hbar = 55968.0
plane: mean exponent over the density range = 0.5010
bulk: mean exponent over the density range = 0.9549
exponents against s (dimensionless):
  s = 1e+02: plane 0.00841, bulk 0.50778
  s = 1e+01: plane 0.07751, bulk 0.57157
  s = 1e+00: plane 0.43851, bulk 0.90000
  s = 1e-01: plane 0.85435, bulk 1.26618
  s = 1e-02: plane 0.97424, bulk 1.38383
  s = 1e-04: plane 0.99946, bulk 1.44384
  s = 1e-08: plane 1.00000, bulk 1.47240
bulk exponent 1.4 needs s = 0.00497, n = 2.30e+16 cm^-2
rate fraction from |z| < 10 nm at n = 1e+12 cm^-2 = 0.97427
rate fraction from |z| < 100 nm at n = 1e+12 cm^-2 = 0.99964
rate fraction from |z| < 1000 nm at n = 1e+12 cm^-2 = 1.00000
largest exponent difference, formula vs finite difference = 8.4e-08
finished without a failed check
```
